# How Fast Interface Traps Lower Field-Effect Mobility Relative to Hall Mobility

Consider an n-type channel at the interface between a semiconductor and a gate oxide. The electron charge is \(-e\), with \(e>0\), and Gaussian units are used. Three sheet densities describe the charge: \(n\) for mobile electrons, \(n_t\) for electrons held in interface traps, and \(N_d\) for the depletion charge of the p-type semiconductor. The downward band bending at the interface is the energy \(\phi\), measured from flat bands. The gate voltage enters through the energy

\[
u=e(V_G-V_{FB}),
\]

where \(V_{FB}\) contains the work-function difference and all fixed charge. Donor-like traps differ from acceptor-like traps by a constant charge, which can also be put into \(V_{FB}\), so \(n_t\) may count the filled traps of either kind.

At a small drain voltage \(V_D\), a uniform channel of width \(W\) and length \(L\) carries the current \(I_D=(W/L)\,en\mu V_D\), where \(\mu\) is the drift mobility of the mobile electrons. The field-effect mobility is defined from the transconductance as

\[
\mu_{FE}=\frac{L}{WC_{ox}V_D}\frac{dI_D}{dV_G}
=\frac{1}{C_{ox}}\frac{d(en\mu)}{dV_G},
\qquad C_{ox}=\frac{\epsilon_{ox}}{4\pi t_{ox}} .
\]

This definition credits the whole incremental charge \(C_{ox}\,dV_G\) to the mobile electrons. It is an apparent mobility because part of that charge may go elsewhere. Contact resistance and displacement currents are neglected.

The Hall mobility does not rest on this assignment of charge. Let mobile electrons lose momentum by ordinary scattering at the rate \(1/\tau_m\) and by capture at the rate \(1/\tau_c\), both independent of energy. A captured electron takes its momentum out of the mobile population, and an emitted electron returns with zero mean momentum. In a steady state the two flows balance in number, so the mean velocity \(\mathbf v\) of the mobile electrons obeys

\[
0=-e\mathbf E-\frac{e}{c}\,\mathbf v\times\mathbf B-\frac{m^*\mathbf v}{\tau},
\qquad \frac1\tau=\frac1{\tau_m}+\frac1{\tau_c},
\]

with \(m^*\) the transport mass. Take \(\mathbf B\) along \(z\) and the current along \(x\), so that \(v_y=0\). Since \((\mathbf v\times\mathbf B)_y=-v_xB\), the \(y\) component gives \(E_y=v_xB/c\). The current per unit width is \(j_x=-env_x\), hence

\[
R_H=\frac{E_y}{j_xB}=-\frac{1}{nec}.
\]

The \(x\) component gives \(v_x=-e\tau E_x/m^*\), so \(\mu=e\tau/m^*\) and the sheet conductivity is \(\sigma=en\mu\). The Hall mobility \(\mu_H=c|R_H|\sigma\) then equals \(\mu\). The density found is that of the mobile electrons; capture shortens \(\tau\) and lowers \(\mu\) and \(\mu_H\) alike. When the scattering time depends on energy, a Hall factor \(r_H\) appears: \(R_H=-r_H/(nec)\) and \(\mu_H=r_H\mu\).

A simulation of random flights in crossed fields tests this with deliberately strong trapping. With \(\tau_c=4\tau_m\) and a mean trapped time of \(6\tau_m\), an electron is free for a fraction \(4/(4+6)=0.40\) of the time, and \(\tau=\tau_m/(1+1/4)=0.80\,\tau_m\). The simulated Hall density is 0.400 of all electrons, and the simulated Hall mobility corresponds to \(0.799\,\tau_m\).

The gate sees all three charges. Gauss's law fixes the oxide field by \(\epsilon_{ox}E_{ox}=4\pi e(n+n_t+N_d)\). The gate voltage is shared between the oxide drop \(E_{ox}t_{ox}\) and the band bending \(\phi/e\). Multiplying by \(e\) gives

\[
u=\phi+\frac{n+n_t+N_d}{D_{ox}},\qquad
D_{ox}=\frac{C_{ox}}{e^2}=\frac{\epsilon_{ox}}{4\pi e^2t_{ox}} .
\]

Dividing a capacitance per area by \(e^2\) turns it into a number of states per area and energy, which can be compared directly with a trap density. The other capacitances are written in the same way:

\[
D_n=\frac{dn}{d\phi},\qquad D_{it}=\frac{dn_t}{d\phi},\qquad
D_d=\frac{dN_d}{d\phi}.
\]

These derivatives assume that each charge follows the band bending during the gate sweep. For the traps, this is the meaning of "fast". The source and drain, at nearly equal potentials, hold the mobile electrons at a common Fermi level. Differentiating Gauss's law gives

\[
\frac{du}{d\phi}=\frac{D_{ox}+D_n+D_d+D_{it}}{D_{ox}},
\]

and therefore

\[
\frac{dn}{du}=\frac{dn/d\phi}{du/d\phi}
=\frac{D_{ox}D_n}{D_{ox}+D_n+D_d+D_{it}} .
\]

In the definition of \(\mu_{FE}\), put \(dV_G=du/e\) and \(C_{ox}=e^2D_{ox}\). The factors of \(e\) cancel:

\[
\mu_{FE}=\frac{1}{D_{ox}}\frac{d(n\mu)}{du}
=\frac{\mu(1+\kappa)}{D_{ox}}\frac{dn}{du},
\qquad \kappa=\frac{d\ln\mu}{d\ln n},
\]

because \(d(n\mu)=\mu\,dn+n\,d\mu=\mu(1+\kappa)\,dn\). The derivative in \(\kappa\) is taken along the sweep. With \(\mu=\mu_H/r_H\),

\[
\boxed{\frac{\mu_{FE}}{\mu_H}=\frac{1+\kappa}{r_H}\,
\frac{D_n}{D_{ox}+D_n+D_d+D_{it}}}
\]

At fixed \(n\), \(\kappa\) and \(r_H\), a larger \(D_{it}\) makes this ratio smaller. Of the incremental charge induced by the gate, the traps take the share

\[
s_t=\frac{D_{it}}{D_n+D_d+D_{it}} .
\]

The remaining term \(D_{ox}\) in the boxed denominator accounts for the part of the gate voltage spent on bending the bands.

Traps that stay frozen during the sweep have \(dn_t=0\), and \(D_{it}\) drops out of the denominator. Their charge still displaces \(u\) by \(n_t/D_{ox}\), and it may still scatter electrons, which lowers \(\mu\) and \(\mu_H\) together. It does not divert incremental charge. The diversion depends on how \(n_t\) changes, not on its size.

The fraction by itself does not guarantee \(\mu_{FE}<\mu_H\). For \(r_H=1\), the boxed result exceeds one when

\[
\kappa>\frac{D_{ox}+D_d+D_{it}}{D_n}.
\]

A mobility that rises with density, for example through better screening of charged scatterers, can therefore hide the diversion. If \(\mu\) depends on both \(n\) and \(n_t\), the chain rule with \(dn_t/dn=D_{it}/D_n\) gives

\[
\kappa=\frac{\partial\ln\mu}{\partial\ln n}
+n\frac{D_{it}}{D_n}\frac{\partial\ln\mu}{\partial n_t}.
\]

The second term is negative when newly filled traps add scattering. Fast traps then reduce the transconductance twice, by taking charge and by slowing the electrons already present.

A gated Hall measurement can separate these effects. The Hall density is \(n_H=n/r_H\), so for constant \(r_H\)

\[
\frac{1}{D_{ox}}\frac{dn_H}{du}=\frac{1}{r_H}\,
\frac{D_n}{D_{ox}+D_n+D_d+D_{it}},
\]

which does not contain \(\kappa\). This normalized slope of the Hall density contains the diversion to traps together with the effects of \(D_{ox}\) and \(D_d\). The ratio \(\mu_{FE}/\mu_H\), obtained from the slope of the transfer curve and the Hall mobility, equals the normalized slope multiplied by \(1+\kappa\).

To evaluate the formula one needs \(D_n\), which follows from Poisson's equation. Let \(x\) be the depth below the interface and \(\phi(x)\) the local band bending, which vanishes in the bulk. The electrostatic potential is \(\phi/e\), and the charge density is \(-e(n_v+N_A-p)\), with \(n_v\) the volume density of electrons, \(N_A\) that of ionized acceptors and \(p\) that of holes. The holes are nondegenerate and balance the acceptors in the bulk, where electrons are negligible, so \(p=N_Ae^{-\phi/kT}\). Then

\[
\frac{d^2\phi}{dx^2}=\frac{4\pi e^2}{\epsilon_s}
\left[n_v+N_A\left(1-e^{-\phi/kT}\right)\right].
\]

Multiply by \(2\,d\phi/dx\), so that the left side becomes the derivative of \((d\phi/dx)^2\), and integrate from the bulk. With \(F=-d\phi/dx\), the result is

\[
F^2=\frac{8\pi e^2}{\epsilon_s}\left[P(\phi)-P(0)
+N_A\left(\phi-kT+kTe^{-\phi/kT}\right)\right].
\]

Here \(P\) is the electron pressure. It appears because \(dP=n_v\,d\phi\) at fixed temperature: \(\phi\) raises the Fermi level relative to the local band edge by the same amount.

Since \(dx=-d\phi/F\), the sheet density of a layer with surface band bending \(\phi\) is

\[
n=\int_0^{\phi}\frac{n_v(\phi')}{F(\phi')}\,d\phi',\qquad
D_n=\frac{n_v(\phi)}{F(\phi)} .
\]

The derivative acts on the upper limit alone because \(F(\phi')\) is fixed by the bulk and does not depend on where the semiconductor ends. Raising the surface band bending by \(d\phi\) is equivalent to adding a slice of thickness \(d\phi/F\) at the surface. The same argument gives \(D_d=N_A(1-e^{-\phi/kT})/F\).

For a parabolic band with density-of-states mass \(m_d\), which includes any valley degeneracy, Fermi–Dirac statistics give

\[
n_v=N_c\frac{2}{\sqrt\pi}\int_0^\infty
\frac{\sqrt z\,dz}{1+e^{z-\eta}},\qquad
N_c=2\left(\frac{m_dkT}{2\pi\hbar^2}\right)^{3/2},
\]

where \(\eta=(\phi-\Delta)/kT\) and \(\Delta\) is the height of the bulk band edge above the Fermi level.

A closed form exists when the electrons are nondegenerate, with \(P=kTn_v\). Gauss's law in the semiconductor reads \(F=(4\pi e^2/\epsilon_s)(n+N_d)\). Insert it in the first integral, neglecting \(P(0)\) and the small exponential, and divide by \(8\pi e^2/\epsilon_s\):

\[
\frac{2\pi e^2}{\epsilon_s}(n+N_d)^2=kTn_v+N_A(\phi-kT).
\]

Without electrons the last term would equal \((2\pi e^2/\epsilon_s)N_d^2\). If the electrons hardly change \(N_d\), subtraction gives \(kTn_v=(2\pi e^2/\epsilon_s)\,n(n+2N_d)\). Division by \(kTF\) then yields

\[
D_n\simeq\frac{n(n+2N_d)}{2kT(n+N_d)} .
\]

For \(n\ll N_d\) this is \(n/kT\): the depletion charge sets the field, and the electron density grows exponentially with \(\phi/kT\). For \(n\gg N_d\) it is \(n/2kT\), because the electrons compress their own layer as their density rises. In this second limit, with \(r_H=1\), \(\kappa=0\), and \(D_{ox}\) and \(D_d\) negligible,

\[
\frac{\mu_{FE}}{\mu_H}\simeq\frac{1}{1+2kTD_{it}/n}.
\]

Provided \(D_{it}\) is well above \(D_{ox}+D_d\), the traps matter once \(n\) falls to about \(2kTD_{it}\), or to about \(kTD_{it}\) when the depletion charge sets the field. In general, live traps lower the ratio from its frozen value by the fraction \(D_{it}/(D_{ox}+D_n+D_d+D_{it})\). For a constant \(D_{it}\) this relative loss grows as \(n\) falls, but it cannot exceed \(D_{it}/(D_{ox}+D_d+D_{it})\), so it stays small at every density when \(D_{it}\ll D_{ox}\), as under a thin oxide. If the trap density decreases into the gap, \(D_{it}\) itself falls at low \(n\), and the relative loss can pass through a maximum.

Degeneracy reduces \(D_n\) below the closed form. With \(f\) the occupation of a band state, \(dn_v/d\phi\) is the sum of \(f(1-f)/kT\) over states, which is less than \(n_v/kT\). Hence \(dP=n_v\,d\phi>kT\,dn_v\), and integration gives \(P>kTn_v\). A given pressure then corresponds to a smaller \(n_v\).

The traps are described by a density \(D(\varepsilon)\), with \(\varepsilon\) measured from the conduction-band edge at the interface. The Fermi level on this scale is \(\varepsilon_F=\phi-\Delta\). With a level degeneracy absorbed into the trap energy,

\[
n_t=\int D f\,d\varepsilon,\qquad
f=\frac{1}{1+e^{(\varepsilon-\varepsilon_F)/kT}},\qquad
D_{it}=\int D\,\frac{f(1-f)}{kT}\,d\varepsilon .
\]

The last expression follows from \(d\varepsilon_F/d\phi=1\) and \(df/d\varepsilon_F=f(1-f)/kT\). The factor \(f(1-f)\) selects traps within a few \(kT\) of the Fermi level.

The example uses round parameters for a wide-gap channel at 300 K: \(\epsilon_s=10\), \(\epsilon_{ox}=4\), \(t_{ox}=50\) nm, \(N_A=10^{16}\) cm\(^{-3}\), \(m_d=0.8\,m\) and \(\Delta=3.0\) eV. The trap density is \(10^{11}+2\times10^{13}\,e^{\varepsilon/w}\) cm\(^{-2}\) eV\(^{-1}\), with \(w=0.10\) eV, from 1.5 eV below the band edge up to the edge. Quantum confinement is left out; it would change \(n(\phi)\), and hence both \(D_n\) and \(D_{it}\) at a given \(n\), but not the boxed relation. The omission is not small. The classical layer thickness \(n/n_v\) lies between 2.4 and 0.9 nm for the densities below, less than the thermal wavelength \(h/\sqrt{2\pi m^*kT}=4.8\) nm of a mass \(0.8\,m\). Confinement raises the Fermi level and lowers \(D_n\) at a given \(n\). For an isotropic mass \(0.8\,m\) and a hard wall, \(D_n\) at the highest density would be about 31 instead of 51 and \(D_{it}\) about 0.5 instead of 3.5, in the units of the table. The tabulated values therefore illustrate the relation and its trend; they are not predictions for a real inversion layer. The Hall mobility is set to 100 cm\(^2\)/(V s), with \(r_H=1\) and, at first, \(\kappa=0\).

Take \(n=0.30\) in units of \(10^{12}\) cm\(^{-2}\). In units of \(10^{12}\) cm\(^{-2}\) eV\(^{-1}\), the capacitances are \(D_{ox}=0.442\), \(D_n=9.427\), \(D_d=0.064\) and \(D_{it}=9.782\). The traps take

\[
s_t=\frac{9.782}{9.427+0.064+9.782}=0.508
\]

of the incremental charge, and

\[
\frac{\mu_{FE}}{\mu_H}=\frac{9.427}{0.442+9.427+0.064+9.782}=0.478 .
\]

The apparent mobility is 47.8 cm\(^2\)/(V s), or \(1.43\times10^4\) cm\(^2\)/(statV s). Removing \(D_{it}\) from the denominator gives \(9.427/9.933=0.949\), so frozen traps would leave 94.9 cm\(^2\)/(V s). Their stored charge, \(n_t=1.269\), would still displace the gate energy by \(1.269/0.442=2.87\) eV.

In the same units, with mobilities in cm\(^2\)/(V s), the four densities give:

| \(n\) | \(D_n\) | \(D_{it}\) | \(\mu_{FE}\), live | \(\mu_{FE}\), frozen |
|---|---|---|---|---|
| 0.10 | 3.55 | 7.99 | 29.4 | 87.1 |
| 0.30 | 9.43 | 9.78 | 47.8 | 94.9 |
| 1.00 | 24.6 | 9.42 | 71.3 | 98.1 |
| 3.00 | 51.1 | 3.47 | 92.9 | 99.1 |

From the first row to the third, \(D_{it}\) changes little while \(D_n\) grows about sevenfold, and this growth drives the recovery. In the last row \(D_{it}\) also falls. The Fermi level is then 0.032 eV above the band edge, where this model has no traps, and most of the traps below are full. The trapped density is largest here, \(n_t=2.05\), although the diversion is weakest. This fall comes from ending the trap distribution at the band edge. The near constancy of \(D_{it}\) over the first three rows has the same origin. If the distribution continued to rise into the band with the same exponential, \(D_{it}\) would grow from about 8.6 in the first row to about 31 in the last, and the live mobility would recover only to about 62.

The closed form for \(D_n\) gives 3.58 at the lowest density, within 1% of the full value. At the highest density it gives 67.3 instead of 51.1, an overestimate of about 32%, in the direction expected from degeneracy.

These values rest on more than the formulas for the derivatives. Poisson's equation was also integrated directly from the bulk to the surface, and finite differences of the resulting transfer curves agree with the mobility formula to within 5 parts in \(10^4\), for all the mobility laws used here.

Let the mobility now grow as \(n^{1/2}\), a chosen model of screening with \(\kappa=0.5\). At \(n=0.30\) the ratio becomes \(1.5\times0.478=0.717\). At \(n=1.00\) and \(3.00\) it is 1.07 and 1.39, so the field-effect mobility exceeds the Hall mobility although traps are still taking charge.

Alternatively, let filled traps scatter according to \(\mu\propto1/(1+n_t/N_s)\), with \(N_s=2\times10^{12}\) cm\(^{-2}\). Then \(\partial\ln\mu/\partial n_t=-1/(N_s+n_t)\), and at \(n=0.30\)

\[
\kappa=-0.30\times\frac{9.782}{9.427}\times\frac{1}{2+1.269}=-0.095 .
\]

The ratio falls from 0.478 to \(0.905\times0.478=0.433\). It refers to the Hall mobility at the same density, which already contains the scattering by the traps filled so far.

How fast a trap must be follows from its rate equation. Consider a single level of sheet density \(N_t\) and capture coefficient \(c_n\). An empty trap fills at the rate \(c_nn_v\), with \(n_v\) the classical electron density at the surface. Quantum confinement would lower the density there, so the times and frequencies computed below are specific to the classical profile. Detailed balance with the channel electrons requires a filled trap to empty at the rate \(c_nn_v(1-f)/f\). Hence

\[
\frac{dn_t}{dt}=c_nn_v(N_t-n_t)-c_nn_v\frac{1-f}{f}n_t
=\frac{N_tf-n_t}{\tau_t},\qquad \tau_t=\frac{f}{c_nn_v}.
\]

For a small modulation \(e^{i\omega t}\) about equilibrium, the numerator vanishes at the bias point, so the variation of \(\tau_t\) does not enter at first order. The linear equation is \(i\omega\tau_t\,\delta n_t=D_{it}\,\delta\phi-\delta n_t\), which gives

\[
\delta n_t=\frac{D_{it}}{1+i\omega\tau_t}\,\delta\phi .
\]

Let \(D_\Sigma=D_{ox}+D_n+D_d\). Gauss's law becomes \(D_{ox}\delta u=D_\Sigma\delta\phi+\delta n_t\), and for constant mobility and \(r_H=1\)

\[
\frac{\mu_{FE}(\omega)}{\mu_H}
=\frac{D_n}{D_\Sigma+D_{it}/(1+i\omega\tau_t)}
=\frac{D_n}{D_\Sigma+D_{it}}\,\frac{1+i\omega\tau_t}{1+i\omega\tau_{\rm eff}},
\]

\[
\tau_{\rm eff}=\tau_t\frac{D_\Sigma}{D_\Sigma+D_{it}} .
\]

The second form follows on multiplying numerator and denominator by \(1+i\omega\tau_t\). Its pole shows that the current relaxes with \(\tau_{\rm eff}\) after a gate step. This is shorter than \(\tau_t\) because each captured electron lowers \(\phi\), and with it the trap population being approached. Since \(\tau_t>\tau_{\rm eff}\), the modulated current leads the gate voltage.

For a numerical case, replace the continuum by one level 0.10 eV below the band edge, with \(N_t=10^{12}\) cm\(^{-2}\) and \(c_n=10^{-9}\) cm\(^3\)/s, at \(n=0.30\). The occupation is 0.802 and \(n_v=1.477\times10^{18}\) cm\(^{-3}\), so \(\tau_t=0.802/(1.477\times10^9\ \mathrm{s^{-1}})=0.543\) ns. With \(D_\Sigma=9.933\) and \(D_{it}=6.140\), the mobility ratio is 0.587 for slow modulation and 0.949 for fast modulation. At \(\omega\tau_t=1\) its magnitude is 0.706 and its phase lead is 13.3°. The predicted relaxation time is \(0.543\times9.933/16.073=0.336\) ns; integration of the nonlinear rate equation after a small gate step gives 0.335 ns.

The condition \(\omega\tau_t=1\) corresponds to a frequency of 0.29 GHz. A trap can thus be fast in a dc transfer measurement and nearly frozen at frequencies well above this value. The result at such frequencies still requires the contacts to supply the channel charge within the modulation period; otherwise channel charging adds a delay of its own. The charging time \(L^2e^2D_n(D_{ox}+D_d)/(\pi^2\sigma D_\Sigma)\) equals \(\tau_t\) at a length of about 6 µm for these parameters, so the channel must be considerably shorter than that. The values behind these comparisons are collected in the numerical output.

## Calculated quantities

```
temperature 300 K, kT = 25.852 meV
dielectric constants: semiconductor 10, oxide 4
oxide thickness 50 nm, acceptors 1.0e+16 cm^-3
mass 0.8 m, band density N_c = 1.796e+19 cm^-3
bulk band edge above Fermi level: 3.0 eV
trap density: flat 1.0e+11, edge 2.0e+13 cm^-2 eV^-1
trap tail 0.10 eV, range 1.5 eV below band edge
D_ox = 4.421e+11 cm^-2 eV^-1
Hall mobility taken: 100 cm^2/(V s)
n, N_d, n_t in 1e12 cm^-2; E_F-E_c(surface) in eV; e(V_G-V_FB) in eV
 n=0.10 N_d=0.564 n_t=0.976 E_F-E_c=-0.0965 eV_G=6.613
 n=0.30 N_d=0.566 n_t=1.269 E_F-E_c=-0.0638 eV_G=7.764
 n=1.00 N_d=0.568 n_t=1.699 E_F-E_c=-0.0209 eV_G=10.368
 n=3.00 N_d=0.569 n_t=2.047 E_F-E_c=+0.0322 eV_G=15.735
D_n, nondegenerate D_n, D_d, D_it in 1e12 cm^-2 eV^-1
 n=0.10 D_n=3.548 nondeg=3.577 D_d=0.0833 D_it=7.991
 n=0.30 D_n=9.427 nondeg=9.594 D_d=0.0638 D_it=9.782
 n=1.00 D_n=24.620 nondeg=26.347 D_d=0.0352 D_it=9.418
 n=3.00 D_n=51.141 nondeg=67.277 D_d=0.0155 D_it=3.472
trap share of incremental charge; mu_FE in cm^2/(V s), constant mu
 n=0.10 share=0.6876 live traps=29.41 frozen traps=87.10
 n=0.30 share=0.5076 live traps=47.82 frozen traps=94.91
 n=1.00 share=0.2764 live traps=71.33 frozen traps=98.10
 n=3.00 share=0.0636 live traps=92.86 frozen traps=99.11
at n=0.30 live: 1.434e+04 cm^2/(statV s)
mu_FE/mu_H: screening power 0.5; trap scattering scale 2e+12 cm^-2
 n=0.10 screening=0.4411 trap scattering=0.2718
 n=0.30 screening=0.7173 trap scattering=0.4326
 n=1.00 screening=1.0700 trap scattering=0.6395
 n=3.00 screening=1.3930 trap scattering=0.8819
Hall simulation: capture time 4, emission time 6 (units tau_m)
 Hall density / all electrons = 0.400, free fraction = 0.400
 Hall mobility time = 0.799, momentum-loss time = 0.800 (units tau_m)
single level 0.10 eV below edge, 1e+12 cm^-2, n=0.30
 capture coefficient 1e-09 cm^3/s, occupation 0.8021
 surface density 1.477e+18 cm^-3, D_it=6.140e12 cm^-2 eV^-1
 omega*tau=0.1: |mu_FE|/mu_H=0.5883, phase=2.17 deg
 omega*tau=1.0: |mu_FE|/mu_H=0.7056, phase=13.28 deg
 omega*tau=10.0: |mu_FE|/mu_H=0.9416, phase=3.48 deg
 limits: slow drive 0.5865, fast drive 0.9491
 trap time 0.5430 ns, relaxation after gate step 0.3354 ns
```
